# Choosing and Following a Mode in Partitioned Rational Function Saddle Searches: a program that tests the result

```python
"""Partitioned rational function optimization (P-RFO) on the Cerjan-Miller surface.

Result under test: with Hessian eigenvalues b_i and gradient components F_i,
the climbed mode k moves by F_k/(lam_p-b_k) and the others by -F_i/(b_i-lam_n).
lam_p is the highest root of the bordered matrix of mode k, and lam_n the
lowest root of the bordered matrix of the complement. The step climbs k,
descends all other modes, and becomes Newton's step near a saddle.
Mode k is tracked by the largest overlap with the previous followed vector.
Surface: V = (A-B*y^2)*x^2*exp(-x^2) + C*y^2/2; all quantities dimensionless.
"""
import numpy as np
from scipy.optimize import brentq, fsolve, minimize

A, B, C = 1.0, 1.0, 1.0


def profile(x):
    """x^2 exp(-x^2) and its first two derivatives."""
    e = np.exp(-x * x)
    return x*x*e, (2*x - 2*x**3)*e, (2 - 10*x**2 + 4*x**4)*e


def energy(r):
    x, y = r
    return (A - B*y*y)*x*x*np.exp(-x*x) + 0.5*C*y*y


def gradient(r):
    x, y = r
    f, f1, _ = profile(x)
    return np.array([(A - B*y*y)*f1, y*(C - 2*B*f)])


def hessian(r):
    x, y = r
    f, f1, f2 = profile(x)
    cross = -2*B*y*f1
    return np.array([[(A - B*y*y)*f2, cross], [cross, C - 2*B*f]])


def bordered(b, F):
    n = len(b)
    M = np.zeros((n + 1, n + 1))
    M[:n, :n] = np.diag(b)
    M[:n, n] = M[n, :n] = F
    return M


def rational_step(b, F, highest, cap):
    """Extreme root and its step, shortened to length cap if longer."""
    lam, vec = np.linalg.eigh(bordered(b, F))
    j = -1 if highest else 0
    u, last = vec[:-1, j], vec[-1, j]
    size = np.linalg.norm(u)
    if size > cap*abs(last):
        return lam[j], np.copysign(cap, last)*u/size
    return lam[j], u/last


def partitioned_step(b, F, k, cap):
    rest = [i for i in range(len(b)) if i != k]
    lam_p, s_p = rational_step(b[[k]], F[[k]], True, cap)
    lam_n, s_n = rational_step(b[rest], F[rest], False, cap)
    s = np.zeros(len(b))
    s[k] = s_p[0]
    s[rest] = s_n
    return lam_p, lam_n, s


def search(start, cap, track=True, common=False, max_steps=60):
    """Climb the initially upper mode; return success, point and history."""
    r = np.array(start, float)
    ref, history = None, []
    for step_number in range(max_steps + 1):
        g = gradient(r)
        b, v = np.linalg.eigh(hessian(r))
        k, overlap = 1, 1.0
        if ref is not None:
            if track:
                k = int(np.argmax(abs(v.T @ ref)))
            overlap = abs(v[:, k] @ ref)
        ref = v[:, k].copy()
        lam_p, lam_n, s = partitioned_step(b, v.T @ g, k,
                                           1e6 if common else cap)
        if common:
            s = s*min(1.0, cap/max(np.linalg.norm(s), 1e-300))
        history.append((step_number, r[0], r[1], np.linalg.norm(g),
                        k + 1, b[k], overlap, lam_p, lam_n))
        if np.linalg.norm(g) < 1e-10:
            return True, r, history
        r = r + v @ s
    return False, r, history


# Analytic derivatives against central differences
rng = np.random.default_rng(7)
d = 1e-5
for r in rng.uniform(-1.5, 1.5, (20, 2)):
    num_g = [(energy(r + d*e) - energy(r - d*e))/(2*d) for e in np.eye(2)]
    num_h = [(gradient(r + d*e) - gradient(r - d*e))/(2*d) for e in np.eye(2)]
    assert np.allclose(num_g, gradient(r), atol=1e-8)
    assert np.allclose(num_h, hessian(r), atol=1e-8)

# All finite stationary points, by root searches from a grid of starts
known = np.array([[-1.0, 0.0], [0.0, 0.0], [1.0, 0.0]])
found = set()
for x0 in np.linspace(-1.6, 1.6, 17):
    for y0 in np.linspace(-1.5, 1.5, 11):
        root = fsolve(gradient, [x0, y0], fprime=hessian, full_output=True)[0]
        if abs(root[0]) < 3 and np.linalg.norm(gradient(root)) < 1e-10:
            dist = np.linalg.norm(known - root, axis=1)
            assert dist.min() < 1e-6
            found.add(int(dist.argmin()))
assert found == {0, 1, 2}
saddle = known[2]
saddle_b = np.linalg.eigvalsh(hessian(saddle))
assert np.allclose(saddle_b, [-4*A/np.e, C - 2*B/np.e], atol=1e-12)


# Bordered roots against direct optimization of the rational model
def direct_extremum(b, F, sign):
    def quotient(w):
        u, t = w[:-1], w[-1]
        return sign*(t*(F @ u) + 0.5*(b @ u**2))/(w @ w)
    w0 = np.append(-0.1*sign*F, 1.0)
    res = minimize(quotient, w0, method="BFGS", options={"gtol": 1e-9})
    return sign*res.fun, res.x[:-1]/res.x[-1]


b_test, F_test = np.array([-0.3, 0.5, 1.2]), np.array([0.4, -0.7, 0.2])
lam, s = rational_step(b_test, F_test, False, np.inf)
value, s_direct = direct_extremum(b_test, F_test, 1)
assert abs(value - lam/2) < 1e-8 and np.allclose(s, s_direct, atol=1e-4)
secular = brentq(lambda z: z - np.sum(F_test**2/(z - b_test)),
                 -10.0, min(0.0, b_test.min()) - 1e-12, xtol=1e-13)
assert abs(secular - lam) < 1e-10
assert np.allclose(s, -F_test/(b_test - secular), atol=1e-9)
b_one, F_one = np.array([0.9]), np.array([0.3])
value, s_direct = direct_extremum(b_one, F_one, -1)
root_p = 0.5*b_one[0] + 0.5*np.sqrt(b_one[0]**2 + 4*F_one[0]**2)
assert abs(value - root_p/2) < 1e-8
assert abs(s_direct[0] - F_one[0]/(root_p - b_one[0])) < 1e-4

# Uphill on one mode and downhill on all others, for any order of curvatures
for trial in range(200):
    b, F = rng.normal(size=5), rng.normal(size=5)
    k = trial % 5
    s = partitioned_step(b, F, k, 0.2)[2]
    expected = -np.ones(5)
    expected[k] = 1
    assert np.all(np.sign(F*s) == expected)

# Divergent climbing step near a minimum
long_step = rational_step(np.array([2.0]), np.array([0.01]), True, np.inf)[1][0]
assert abs(long_step/(2.0/0.01) - 1) < 1e-3

# Difference from Newton's step is cubic in the gradient
differences = []
for scale in (0.02, 0.01):
    F = scale*np.array([0.3, 0.2])
    lam_p, lam_n, s = partitioned_step(saddle_b, F, 0, np.inf)
    assert abs(lam_p*abs(saddle_b[0])/F[0]**2 - 1) < 1e-3
    assert abs(-lam_n*saddle_b[1]/F[1]**2 - 1) < 1e-3
    differences.append(np.linalg.norm(s + F/saddle_b))
cubic_ratio = differences[0]/differences[1]
assert abs(cubic_ratio - 8) < 0.05

# Quadratic error constant on this surface
delta = 1e-4
r = saddle + np.array([delta, 0.5*delta])
b, v = np.linalg.eigh(hessian(r))
new_error = r + v @ partitioned_step(b, v.T @ gradient(r), 0, 0.2)[2] - saddle
error_constant = new_error[0]/delta**2
assert abs(error_constant + 0.5) < 0.01 and abs(new_error[1])/delta**2 < 0.02


# Overlap formula and label-change criterion
def splitting(r):
    h = hessian(r)
    return np.array([h[0, 0] - h[1, 1], 2*h[0, 1]])


def upper_overlap_squared(r1, r2):
    v1, v2 = (np.linalg.eigh(hessian(r))[1][:, 1] for r in (r1, r2))
    return (v1 @ v2)**2


for _ in range(200):
    r1, r2 = rng.uniform(-1.5, 1.5, (2, 2))
    d1, d2 = splitting(r1), splitting(r2)
    formula = 0.5*(1 + d1 @ d2/np.linalg.norm(d1)/np.linalg.norm(d2))
    assert abs(formula - upper_overlap_squared(r1, r2)) < 1e-9

x_cross = brentq(lambda x: splitting((x, 0.0))[0], 0.1, 0.6)
slope = (splitting((x_cross + d, 0))[0] - splitting((x_cross - d, 0))[0])/(2*d)
y_small = 0.01
critical = 4*abs(hessian((x_cross, y_small))[0, 1])/abs(slope)
for factor, changes in ((0.9, False), (1.1, True)):
    half = 0.5*factor*critical
    o2 = upper_overlap_squared((x_cross - half, y_small),
                               (x_cross + half, y_small))
    assert (o2 < 0.5) == changes


def scan(points, fixed_reference):
    """Final |x component| of the vector followed along y = 0.1."""
    ref = None
    for x in np.linspace(0.1, 0.9, points):
        v = np.linalg.eigh(hessian((x, 0.1)))[1]
        k = 1 if ref is None else int(np.argmax(abs(v.T @ ref)))
        if ref is None or not fixed_reference:
            ref = v[:, k].copy()
    return abs(v[0, k])


coarse, fine, fixed = scan(5, False), scan(81, False), scan(81, True)
assert coarse > 0.9 and fine < 0.1 and fixed > 0.9

# Worked search and its first step
start, cap = np.array([0.1, 0.2]), 0.2
b0, v0 = np.linalg.eigh(hessian(start))
F0 = v0.T @ gradient(start)
lam_p0, lam_n0, raw = partitioned_step(b0, F0, 1, np.inf)
full_roots, full_vec = np.linalg.eigh(bordered(b0, F0))
single = full_vec[:-1, 1]/full_vec[-1, 1]
assert b0[0] < full_roots[1] < b0[1]
assert F0[0]*single[0] > 0 and F0[1]*single[1] < 0

ok, end, history = search(start, cap)
assert ok and np.allclose(end, saddle, atol=1e-8)
assert np.sum(np.linalg.eigvalsh(hessian(end)) < 0) == 1
assert history[0][4] == 2 and history[-1][4] == 1
ok_index, end_index, hist_index = search(start, cap, track=False)
assert not ok_index
ok_common, end_common, hist_common = search(start, cap, common=True)

counts = []
for common in (False, True):
    hits = 0
    for angle in 2*np.pi*(np.arange(24) + 0.5)/24:
        good, p, _ = search(0.2*np.array([np.cos(angle), np.sin(angle)]),
                            cap, common=common)
        hits += bool(good and abs(abs(p[0]) - 1) < 1e-6 and abs(p[1]) < 1e-6)
    counts.append(hits)

print("All quantities are dimensionless; mode 1 is lower, mode 2 upper")
print(f"parameters a, b, c: {A:.1f} {B:.1f} {C:.1f}")
print("curvatures at minimum:", np.round(np.linalg.eigvalsh(hessian((0, 0))), 6))
print("curvatures at saddle:", np.round(saddle_b, 6))
print(f"saddle height above minimum: {energy(saddle)-energy((0, 0)):.6f}")
print(f"start x, y: {start[0]:.2f} {start[1]:.2f}; cap per part: {cap:.2f}")
print("start gradient x, y:", np.round(gradient(start), 6))
print("start Hessian xx, xy, yy:", np.round(hessian(start)[[0, 0, 1], [0, 1, 1]], 6))
print("start curvatures, modes 1 2:", np.round(b0, 6))
print("start |F|, modes 1 2:", np.round(abs(F0), 6))
print(f"start shifts lam_p, lam_n: {lam_p0:.6f} {lam_n0:.6f}")
print("uncapped |step|, modes 1 2:", np.round(abs(raw), 6))
print(f"second root of unpartitioned problem: {full_roots[1]:.6f}")
print("its F*step, modes 1 2:", np.round(F0*single, 6))
print("step x y |gradient| mode curvature overlap lam_p lam_n")
for n, x, y, gn, k, bk, ov, lp, ln in history:
    print(f"{n:2d} {x:.8f} {y:.8f} {gn:.2e} {k} {bk:.5f} {ov:.5f} {lp:.2e} {ln:.2e}")
print(f"final energy: {energy(end):.8f}")
for name, good, p, h in (("fixed upper index", ok_index, end_index, hist_index),
                         ("common scale factor", ok_common, end_common, hist_common)):
    print(f"{name}: converged {good}, steps {h[-1][0]}, last |gradient| {h[-1][3]:.2e}")
    print(f"  last x, y: {p[0]:.5f} {p[1]:.5f}")
print(f"saddles reached from 24 starts, radius 0.2, separate caps: {counts[0]}")
print(f"saddles reached from same starts, common factor: {counts[1]}")
print(f"Newton difference ratio on halving gradient: {cubic_ratio:.5f}")
print(f"new x error / old x error squared: {error_constant:.5f}")
print(f"curvature crossing on y=0 at x: {x_cross:.6f}")
print(f"slope of curvature difference there: {slope:.6f}")
print(f"critical spacing / |y|: {critical/y_small:.6f}")
print(f"scan y=0.1, spacing 0.20, final |x component|: {coarse:.5f}")
print(f"scan y=0.1, spacing 0.01, final |x component|: {fine:.5f}")
print(f"same fine scan, fixed reference, |x component|: {fixed:.5f}")
print("checks complete")
```

It prints:

```
All quantities are dimensionless; mode 1 is lower, mode 2 upper
parameters a, b, c: 1.0 1.0 1.0
curvatures at minimum: [1. 2.]
curvatures at saddle: [-1.471518  0.264241]
saddle height above minimum: 0.367879
start x, y: 0.10 0.20; cap per part: 0.20
start gradient x, y: [0.188189 0.19604 ]
start Hessian xx, xy, yy: [ 1.806231 -0.078412  0.980199]
start curvatures, modes 1 2: [0.972822 1.813609]
start |F|, modes 1 2: [0.212806 0.168998]
start shifts lam_p, lam_n: 1.829222 -0.044515
uncapped |step|, modes 1 2: [ 0.209179 10.82394 ]
second root of unpartitioned problem: 1.015882
its F*step, modes 1 2: [ 1.051684 -0.035802]
step x y |gradient| mode curvature overlap lam_p lam_n
 0 0.10000000 0.20000000 2.72e-01 2 1.81361 1.00000 1.83e+00 -4.45e-02
 1 0.28038621 -0.01785503 4.78e-01 2 1.14555 0.98841 1.32e+00 -2.18e-03
 2 0.47709011 0.04421960 5.86e-01 1 -0.05865 0.99987 5.58e-01 -3.72e-04
 3 0.67474491 0.08311440 4.64e-01 1 -1.08970 0.99973 1.71e-01 -3.03e-04
 4 0.87584604 0.06675258 1.90e-01 1 -1.53387 0.99930 2.29e-02 -9.51e-04
 5 0.99793385 0.01106074 4.22e-03 1 -1.47435 0.99990 6.28e-06 -3.23e-05
 6 0.99999839 0.00000188 2.42e-06 1 -1.47152 1.00000 3.80e-12 -9.33e-13
 7 1.00000000 0.00000000 1.90e-12 1 -1.47152 1.00000 2.46e-24 -9.73e-34
final energy: 0.36787944
fixed upper index: converged False, steps 60, last |gradient| 5.59e-01
  last x, y: 0.28387 -0.16746
common scale factor: converged True, steps 7, last |gradient| 3.37e-16
  last x, y: 1.00000 0.00000
saddles reached from 24 starts, radius 0.2, separate caps: 24
saddles reached from same starts, common factor: 24
Newton difference ratio on halving gradient: 7.99725
new x error / old x error squared: -0.50030
curvature crossing on y=0 at x: 0.341094
slope of curvature difference there: -4.975068
critical spacing / |y|: 0.862879
scan y=0.1, spacing 0.20, final |x component|: 0.99986
scan y=0.1, spacing 0.01, final |x component|: 0.01680
same fine scan, fixed reference, |x component|: 0.99986
checks complete
```
